# Why eighteen-electron counting gives dimanganese decacarbonyl one Mn–Mn bond: a numerical check

```python
"""
Result under test: in Mn2(CO)10 each Mn(CO)5 fragment has 17 valence electrons,
and one shared Mn-Mn electron pair (b = 1) brings both metals to 18.

Two independent roads:
 1. Every valence electron gets a label; the shells of the metals are sets.
 2. An orthogonal-basis orbital model (energies in eV) is diagonalized.
    Metal: s, px, py, pz, dz2, dx2-y2, dxy, dxz, dyz. Each CO: one sigma donor.
    Omitted: pi back-donation, orbital overlap, electron repulsion.
b = number of Mn-Mn pairs, N = total valence electrons of the molecule,
f = frontier orbital of a fragment, sigma / sigma* = its in/out-of-phase pairs.
Bond index = sum of squared density-matrix elements between the fragments.
"""
import numpy as np
from pyscf.data.elements import charge

# ---------- Road 1: labelled electrons ----------
mn_valence = charge("Mn") - charge("Ar")
n_co = 5


def fragment_electrons(name):
    metal = [(name, "Mn", i) for i in range(mn_valence)]
    donated = [(name, "CO", j, spin) for j in range(n_co) for spin in (0, 1)]
    return metal, donated


def shells(b):
    """Electron sets around both metals when b pairs are shared."""
    metal_a, donated_a = fragment_electrons("A")
    metal_b, donated_b = fragment_electrons("B")
    shell_a = set(metal_a + donated_a + metal_b[:b])
    shell_b = set(metal_b + donated_b + metal_a[:b])
    return shell_a, shell_b


counts = {}
for b in range(4):
    shell_a, shell_b = shells(b)
    counts[b] = (len(shell_a), len(shell_b), len(shell_a | shell_b),
                 len(shell_a & shell_b))
fragment_count = counts[0][0]
total_count = counts[0][2]
solutions = [b for b, c in counts.items() if c[0] == 18 and c[1] == 18]
assert fragment_count == 17
assert solutions == [1]
assert (36 - total_count) / 2 == solutions[0]
assert all(c[2] == total_count for c in counts.values())

# ---------- Road 2: orbital model ----------
E_D, E_S, E_P, E_CO = -10.0, -6.0, -2.0, -14.0
V_S, V_P, V_D = 2.0, 2.0, 3.0
T_MM = 0.4
metal_energies = np.array([E_S] + [E_P] * 3 + [E_D] * 5)
strengths = np.array([V_S] + [V_P] * 3 + [V_D] * 5)


def angular(direction):
    """Angular shapes of the nine metal orbitals along a unit vector."""
    x, y, z = direction
    r3 = np.sqrt(3.0)
    return np.array([1.0, x, y, z, (3 * z * z - 1) / 2,
                     r3 * (x * x - y * y) / 2, r3 * x * y, r3 * x * z,
                     r3 * y * z])


def complex_hamiltonian(directions):
    size = 9 + len(directions)
    h = np.zeros((size, size))
    h[:9, :9] = np.diag(metal_energies)
    for k, direction in enumerate(directions):
        h[9 + k, 9 + k] = E_CO
        h[:9, 9 + k] = h[9 + k, :9] = -strengths * angular(direction)
    return h


basal = [(1, 0, 0), (-1, 0, 0), (0, 1, 0), (0, -1, 0)]
up, down = (0, 0, 1), (0, 0, -1)

# Octahedron: nine levels must lie below a clear gap.
oct_levels = np.linalg.eigvalsh(complex_hamiltonian(basal + [up, down]))
oct_bonding = int(np.sum(oct_levels < E_D - 0.1))
oct_nonbonding = int(np.sum(abs(oct_levels - E_D) < 1e-8))
oct_gap = oct_levels[9] - oct_levels[8]
assert (oct_bonding, oct_nonbonding) == (6, 3)
assert oct_gap > 1.0

# Fragments A (vacant site up) and B (vacant site down).
h_a = complex_hamiltonian(basal + [down])
h_b = complex_hamiltonian(basal + [up])
levels, orbitals_a = np.linalg.eigh(h_a)
levels_b, orbitals_b = np.linalg.eigh(h_b)
assert np.allclose(levels, levels_b)
frag_bonding = int(np.sum(levels < E_D - 0.1))
frag_nonbonding = int(np.sum(abs(levels - E_D) < 1e-8))
assert (frag_bonding, frag_nonbonding) == (5, 3)
f_index = frag_bonding + frag_nonbonding
assert 2 * f_index + 1 == fragment_count
assert levels[f_index] < levels[f_index + 1] - 0.3

f_a, f_b = orbitals_a[:, f_index].copy(), orbitals_b[:, f_index].copy()
f_a *= np.sign(f_a[:9] @ angular(up))
f_b *= np.sign(f_b[:9] @ angular(down))
toward_vacant = abs(f_a[:9] @ angular(up))
toward_co = abs(f_a[:9] @ angular(down))
metal_weight = np.sum(f_a[:9] ** 2)
assert toward_vacant > 1.05 * toward_co

n = len(h_a)


def solve_dimer(coupling):
    """The metals couple along the line that joins the vacant sites."""
    h = np.zeros((2 * n, 2 * n))
    h[:n, :n], h[n:, n:] = h_a, h_b
    h[:9, n:n + 9] = -coupling * np.outer(angular(up), angular(down))
    h[n:, :n] = h[:n, n:].T
    return np.linalg.eigh(h)


def density_block(orbitals, electrons):
    """Density-matrix block between fragment A and fragment B."""
    occupied = orbitals[:, :electrons // 2]
    return 2 * occupied[:n] @ occupied[n:].T


def bond_index(coupling, electrons):
    return np.sum(density_block(solve_dimer(coupling)[1], electrons) ** 2)


dimer_levels, dimer_orbitals = solve_dimer(T_MM)
homo = total_count // 2 - 1
in_phase = np.concatenate([f_a, f_b]) / np.sqrt(2)
out_phase = np.concatenate([f_a, -f_b]) / np.sqrt(2)
sigma_share = (in_phase @ dimer_orbitals[:, homo]) ** 2
star_share = (out_phase @ dimer_orbitals[:, homo + 1]) ** 2
assert sigma_share > 0.9 and star_share > 0.9


def filled_energy(energies, electrons):
    pairs, odd = divmod(electrons, 2)
    return 2 * np.sum(energies[:pairs]) + odd * energies[pairs]


def joining_gain(electrons):
    separate = 2 * filled_energy(levels, electrons // 2)
    return separate - filled_energy(dimer_levels, electrons)


gain_34, gain_36 = joining_gain(total_count), joining_gain(total_count + 2)
assert gain_34 > 2 * gain_36

couplings = (T_MM, 0.1, 0.05)
index_34 = [bond_index(t, total_count) for t in couplings]
index_36 = [bond_index(t, total_count + 2) for t in couplings]
# Full coupling: one bond for N, and much less for N + 2.
assert abs(index_34[0] - 1) < 0.1
assert index_36[0] < 0.5 * index_34[0]
# Weak coupling: the index tends to 1 for N and to 0 for N + 2.
assert abs(index_34[1] - 1) < 0.02
assert index_36[1] < 0.1
# Second-order mixing: halving the coupling divides the remainder by 4.
# The 5 % tolerance covers terms of higher order in the coupling.
remainder_ratio = index_36[1] / index_36[2]
assert abs(remainder_ratio / 4 - 1) < 0.05

# Origin of the remainder: filled f of one fragment, empty orbitals of the other.
block_36 = density_block(dimer_orbitals, total_count + 2)
resolved = (orbitals_a.T @ block_36 @ orbitals_b) ** 2
f_to_empty = (np.sum(resolved[f_index, f_index + 1:])
              + np.sum(resolved[f_index + 1:, f_index])) / np.sum(resolved)
assert f_to_empty > 0.8

# ---------- Output ----------
print("ELECTRON COUNT")
print("Mn valence electrons:", mn_valence)
print("electrons from five CO:", 2 * n_co)
print("electrons per Mn(CO)5 fragment:", fragment_count)
print("total valence electrons N:", total_count)
for b, c in counts.items():
    print(f"b = {b}: at Mn A {c[0]}, at Mn B {c[1]}, "
          f"distinct {c[2]}, counted twice {c[3]}")
print("b that gives 18 at both metals:", solutions[0])
print("MODEL PARAMETERS (eV)")
print(f"energies d, s, p, CO donor: {E_D}, {E_S}, {E_P}, {E_CO}")
print(f"couplings to CO of s, p, d: {V_S}, {V_P}, {V_D}")
print(f"metal-metal coupling: {T_MM}")
print("OCTAHEDRON, SIX DONORS")
print("bonding levels:", oct_bonding)
print("nonbonding levels:", oct_nonbonding)
print(f"gap above the ninth level: {oct_gap:.2f} eV")
print("FRAGMENT, FIVE DONORS")
print("bonding levels:", frag_bonding)
print("nonbonding levels:", frag_nonbonding)
print(f"frontier orbital f: {levels[f_index]:.2f} eV")
print(f"next level above f: {levels[f_index + 1]:.2f} eV")
print(f"metal weight of f: {metal_weight:.2f}")
print(f"amplitude of f toward vacant site: {toward_vacant:.2f}")
print(f"amplitude of f toward opposite CO: {toward_co:.2f}")
print("DIMER")
print(f"sigma level: {dimer_levels[homo]:.2f} eV")
print(f"sigma* level: {dimer_levels[homo + 1]:.2f} eV")
print(f"share of (fA+fB)/sqrt2 in sigma: {sigma_share:.3f}")
print(f"share of (fA-fB)/sqrt2 in sigma*: {star_share:.3f}")
for t, i34, i36 in zip(couplings, index_34, index_36):
    print(f"bond index at coupling {t} eV: {i34:.4f} ({total_count} el.), "
          f"{i36:.4f} ({total_count + 2} el.)")
print(f"36-electron index, ratio 0.1 eV to 0.05 eV: {remainder_ratio:.2f}")
print(f"its part from f mixing with empty orbitals: {f_to_empty:.3f}")
print(f"energy gain on joining, {total_count} electrons: {gain_34:.2f} eV")
print(f"energy gain on joining, {total_count + 2} electrons: {gain_36:.2f} eV")
print("PASS")
```

Printed output:

```
ELECTRON COUNT
Mn valence electrons: 7
electrons from five CO: 10
electrons per Mn(CO)5 fragment: 17
total valence electrons N: 34
b = 0: at Mn A 17, at Mn B 17, distinct 34, counted twice 0
b = 1: at Mn A 18, at Mn B 18, distinct 34, counted twice 2
b = 2: at Mn A 19, at Mn B 19, distinct 34, counted twice 4
b = 3: at Mn A 20, at Mn B 20, distinct 34, counted twice 6
b that gives 18 at both metals: 1
MODEL PARAMETERS (eV)
energies d, s, p, CO donor: -10.0, -6.0, -2.0, -14.0
couplings to CO of s, p, d: 2.0, 2.0, 3.0
metal-metal coupling: 0.4
OCTAHEDRON, SIX DONORS
bonding levels: 6
nonbonding levels: 3
gap above the ninth level: 3.57 eV
FRAGMENT, FIVE DONORS
bonding levels: 5
nonbonding levels: 3
frontier orbital f: -7.57 eV
next level above f: -6.43 eV
metal weight of f: 0.76
amplitude of f toward vacant site: 1.17
amplitude of f toward opposite CO: 0.88
DIMER
sigma level: -8.18 eV
sigma* level: -7.09 eV
share of (fA+fB)/sqrt2 in sigma: 0.984
share of (fA-fB)/sqrt2 in sigma*: 0.983
bond index at coupling 0.4 eV: 1.0015 (34 el.), 0.1275 (36 el.)
bond index at coupling 0.1 eV: 1.0001 (34 el.), 0.0085 (36 el.)
bond index at coupling 0.05 eV: 1.0000 (34 el.), 0.0021 (36 el.)
36-electron index, ratio 0.1 eV to 0.05 eV: 3.99
its part from f mixing with empty orbitals: 0.982
energy gain on joining, 34 electrons: 1.26 eV
energy gain on joining, 36 electrons: 0.29 eV
PASS
```
